# Stern's static polarizability and screened impurity scattering in two dimensions: verification in Python

```python
"""
Result under test: static response and charged-impurity scattering of an ideal
two-dimensional electron gas at zero temperature.
  Pi(q) = N0                               for q <= 2 kF
  Pi(q) = N0 [1 - sqrt(1 - (2 kF/q)^2)]    for q >  2 kF,  N0 = g m/(2 pi hbar^2)
  qTF = g/aB,  aB = 4 pi eps0 kappa hbar^2/(m e^2)
  1/tau = 16 pi hbar ni Z^2/(g^2 m) * I,   s = qTF/(2 kF)
  I = int_0^1 x^2 s^2 exp(-4 kF d x) / ((x+s)^2 sqrt(1-x^2)) dx
g: spin-valley degeneracy; m: band mass; kappa: background dielectric constant;
kF: Fermi wavevector; ni: sheet density of charges Z e at distance d; Z = 1 here.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import circulant
from scipy.optimize import brentq
from scipy.special import expit, j0

hbar, e, eps0 = const.hbar, const.e, const.epsilon_0
g = 2
mass_ratio = 0.07
m = mass_ratio * const.m_e
kappa = 13.0
ni = 1e14
spacer = 30e-9
N0 = g * m / (2 * np.pi * hbar**2)
aB = 4 * np.pi * eps0 * kappa * hbar**2 / (m * e**2)
qTF = g / aB


def stern(q):
    """Pi/N0 from the derived formula, q in units of kF."""
    return 1.0 if q <= 2 else 1 - np.sqrt(1 - 4 / q**2)


def polarizability_direct(q):
    """Pi/N0 from the defining integral over allowed transitions (kF = 1).

    Momenta are centred on the transition midpoint. Along q the integral of
    1/kx over the allowed interval is a logarithm; the other is numerical.
    """
    half = q / 2

    def integrand(phi):
        w = np.cos(phi)
        return w * np.log((w + half) / (abs(w - half) + 1e-300))

    cut = np.arccos(min(1.0, half))
    total = quad(integrand, cut, np.pi / 2, limit=200)[0]
    if cut > 0:
        total += quad(integrand, 0, cut, limit=200)[0]
    return 2 * total / (np.pi * q)


def induced_density(q, V, kF, nk=3000):
    """Density component at q, per spin, in the potential 2 V cos(q x).

    Units hbar^2/(2m) = 1. Exact one-electron states are found by
    diagonalization; motion along y is free and filled up to kF^2.
    """
    k = ((np.arange(nk) + 0.5) / nk - 0.5) * q
    G = np.arange(-4, 5)
    H = np.zeros((nk, 9, 9))
    i = np.arange(9)
    H[:, i, i] = (k[:, None] + G * q)**2
    H[:, i[1:], i[:-1]] = V
    H[:, i[:-1], i[1:]] = V
    E, c = np.linalg.eigh(H)
    filling = np.sqrt(np.clip(kF**2 - E, 0, None)) / np.pi
    pair = np.sum(c[:, 1:, :] * c[:, :-1, :], axis=1)
    return q / (2 * np.pi) * np.mean(np.sum(filling * pair, axis=1))


# Angular integral with a small imaginary part, inside and outside k = q/2
phi = 2 * np.pi * np.arange(200000) / 200000
z = 1.0 + 1e-3j
for k in (0.3, 0.8):
    numeric = 2 * np.pi * np.mean(1 / (z + 2 * k * np.cos(phi)))
    exact = 2 * np.pi / (np.sqrt(z - 2 * k) * np.sqrt(z + 2 * k))
    assert abs(numeric - exact) < 1e-7
    limit = 2 * np.pi / np.sqrt(1 - 4 * k**2) if k < 0.5 else 0.0
    assert abs(numeric.real - limit) < 0.01

# Polarizability: defining integral, then response of diagonalized electrons
q_list = (0.5, 1.0, 1.9, 2.0, 2.1, 2.5, 3.0, 5.0)
direct = {q: polarizability_direct(q) for q in q_list}
for q in q_list:
    assert abs(direct[q] - stern(q)) < 1e-6
response = {}
for q in (0.9, 1.5, 3.0):
    response[q] = -induced_density(q, 0.01, 1.0) / 0.01 * 4 * np.pi
    assert abs(response[q] / stern(q) - 1) < 3e-3

# Plane-wave content of the Coulomb energy of a charge off the plane
coulomb_sum = quad(lambda q: np.exp(-q) * j0(1.5 * q), 0, 60, limit=200)[0]
assert abs(coulomb_sum - 1 / np.sqrt(1 + 1.5**2)) < 1e-8

# Self-consistent screening with aB = 1: same qTF at two densities
q_test, V_ext = 0.9, 0.02
qTF_found = {}
for kF_test in (1.0, 1.4):
    def mismatch(V):
        hartree = 4 * np.pi / q_test * 2 * induced_density(q_test, V, kF_test)
        return V - V_ext - hartree
    V_tot = brentq(mismatch, 1e-5, V_ext, xtol=1e-9)
    qTF_found[kF_test] = q_test * (V_ext / V_tot - 1)
    assert abs(qTF_found[kF_test] / 2 - 1) < 5e-3

# Thermal reduction of long-wave screening at fixed density (EF = N0 = 1)


def thermal_density(mu, T):
    return quad(lambda E: expit((mu - E) / T), 0, 2 + 40 * T,
                epsabs=1e-12, epsrel=1e-12, limit=300)[0]


thermal = {}
for T in (0.1, 0.5):
    mu = brentq(lambda u: thermal_density(u, T) - 1, -5, 2)
    h = 1e-3
    thermal[T] = (thermal_density(mu + h, T) - thermal_density(mu - h, T)) / (2 * h)
    assert abs(thermal[T] - (1 - np.exp(-1 / T))) < 1e-5


def fermi_wavevector(n):
    return np.sqrt(4 * np.pi * n / g)


def angular_integral(s, kFd):
    top = np.pi / 2 if kFd == 0 else min(np.pi / 2, 15 / kFd)
    return quad(lambda t: (np.sin(t) * s / (np.sin(t) + s))**2
                * np.exp(-4 * kFd * np.sin(t)), 0, top,
                epsabs=1e-14, epsrel=1e-10, limit=200)[0]


def closed_integral(s):
    if s > 1:
        J = np.arccos(1 / s) / np.sqrt(s**2 - 1)
    else:
        J = np.arccosh(1 / s) / np.sqrt(1 - s**2)
    return s**2 * (np.pi / 2 - s / (s**2 - 1) + s * J * (2 - s**2) / (s**2 - 1))


def rate_formula(n, d):
    kF = fermi_wavevector(n)
    prefactor = 16 * np.pi * hbar * ni / (g**2 * m)
    return prefactor * angular_integral(qTF / (2 * kF), kF * d)


def rate_boltzmann(n, d, size=240):
    """Invert the collision operator on the Fermi circle for a driving field."""
    kF = fermi_wavevector(n)
    EF = (hbar * kF)**2 / (2 * m)
    theta = 2 * np.pi * np.arange(size) / size
    U2 = np.zeros(size)
    bare = e**2 / (2 * eps0 * kappa)
    for j in range(1, size // 2 + 1):
        x = 2 * np.sin(theta[j] / 2)
        q = x * kF
        dielectric = 1 + bare / q * N0 * polarizability_direct(x)
        U2[j] = U2[size - j] = (bare * np.exp(-q * d) / (q * dielectric))**2
    width = 0.02
    shell = quad(lambda u: u * np.exp(-((u**2 - 1) / width)**2 / 2)
                 / (width * np.sqrt(2 * np.pi)), 0.8, 1.2, points=[1.0])[0]
    final_states = shell * kF**2 / EF / (2 * np.pi)**2
    w = 2 * np.pi / hbar * ni * U2 * final_states * 2 * np.pi / size
    collision = (np.eye(size) * w.sum() - circulant(w)) / w.sum()
    drive = np.cos(theta)
    shift = np.linalg.lstsq(collision, drive, rcond=1e-12)[0] / w.sum()
    tau = shift @ drive / (drive @ drive)
    assert np.max(abs(shift - tau * drive)) < 1e-6 * tau
    return 1 / tau


n_ref = 3e15
boltzmann = {}
for d in (0.0, spacer):
    boltzmann[d] = rate_boltzmann(n_ref, d)
    assert abs(boltzmann[d] / rate_formula(n_ref, d) - 1) < 1e-4

# Closed form and limits
for s in (0.1, 0.7, 0.99, 1.01, 3.0, 20.0):
    assert abs(closed_integral(s) / angular_integral(s, 0) - 1) < 1e-7
I_one = angular_integral(1.0, 0)
assert abs(I_one - (np.pi / 2 - 4 / 3)) < 1e-9
assert abs(angular_integral(1e3, 0) / (np.pi / 4) - 1) < 5e-3
assert abs(angular_integral(1e-4, 0) / (np.pi / 2 * 1e-8) - 1) < 5e-3
s_far, kFd_far = 0.75, 200.0
far_ratio = angular_integral(s_far, kFd_far) * 32 * kFd_far**3
assert abs(far_ratio - (1 - 3 / (2 * s_far * kFd_far))) < 1e-3

print(f"Inputs: m = {mass_ratio} m_e, kappa = {kappa}, g = {g}, Z = 1")
print(f"Impurity density = {ni:.1e} m^-2, spacer = {spacer*1e9:.0f} nm")
print(f"Effective Bohr radius aB = {aB*1e9:.3f} nm")
print(f"Thomas-Fermi wavevector qTF = {qTF*1e-9:.4f} nm^-1")
print(f"Density of states N0 = {N0*e*1e-3:.4e} meV^-1 m^-2")
print("Pi/N0: q/kF, defining integral, formula (dimensionless)")
for q in q_list:
    print(f"  {q:.1f}  {direct[q]:.6f}  {stern(q):.6f}")
print("Pi/N0 from diagonalized electrons: q/kF, response, formula")
for q, value in response.items():
    print(f"  {q:.1f}  {value:.5f}  {stern(q):.5f}")
for kF_test, value in qTF_found.items():
    print(f"Self-consistent qTF*aB at kF*aB = {kF_test}: {value:.4f}")
for T, value in thermal.items():
    print(f"qTF(T)/qTF(0) at kB T = {T} EF: {value:.5f}")
print(f"I(s=1) = {I_one:.6f}")
for d, value in boltzmann.items():
    print(f"n = {n_ref:.0e} m^-2, d = {d*1e9:.0f} nm: Boltzmann rate = {value:.5e} s^-1,"
          f" formula = {rate_formula(n_ref, d):.5e} s^-1")
for n in (1e15, 3e15, 1e16):
    kF = fermi_wavevector(n)
    s = qTF / (2 * kF)
    EF = (hbar * kF)**2 / (2 * m)
    print(f"n = {n:.0e} m^-2: kF = {kF*1e-9:.4f} nm^-1, EF = {EF/e*1e3:.3f} meV,"
          f" s = {s:.4f}, kF d = {kF*spacer:.3f}")
    for d in (0.0, spacer):
        I = angular_integral(s, kF * d)
        rate = rate_formula(n, d)
        mobility = e / (m * rate)
        slope = -np.log(rate_formula(1.01 * n, d) / rate_formula(n / 1.01, d)) \
            / (2 * np.log(1.01))
        kF_path = hbar * kF**2 / (m * rate)
        print(f"  d = {d*1e9:.0f} nm: I = {I:.4e}, rate = {rate:.4e} s^-1,"
              f" tau = {1e12/rate:.3f} ps")
        print(f"    mobility = {mobility:.3f} m^2/(V s) = {mobility*1e4:.3e} cm^2/(V s),"
              f" exponent = {slope:.3f}, kF*path = {kF_path:.1f}")
        if d == 0:
            print(f"    screened/unscreened rate = {I/(np.pi/2*s**2):.4f}")
        else:
            print(f"    rate/(remote asymptote) = {I*32*(kF*d)**3:.4f}")
print("tests ok")
```

Printed output:

```
Inputs: m = 0.07 m_e, kappa = 13.0, g = 2, Z = 1
Impurity density = 1.0e+14 m^-2, spacer = 30 nm
Effective Bohr radius aB = 9.828 nm
Thomas-Fermi wavevector qTF = 0.2035 nm^-1
Density of states N0 = 2.9241e+14 meV^-1 m^-2
Pi/N0: q/kF, defining integral, formula (dimensionless)
  0.5  1.000000  1.000000
  1.0  1.000000  1.000000
  1.9  1.000000  1.000000
  2.0  1.000000  1.000000
  2.1  0.695089  0.695089
  2.5  0.400000  0.400000
  3.0  0.254644  0.254644
  5.0  0.083485  0.083485
Pi/N0 from diagonalized electrons: q/kF, response, formula
  0.9  1.00000  1.00000
  1.5  0.99997  1.00000
  3.0  0.25465  0.25464
Self-consistent qTF*aB at kF*aB = 1.0: 2.0000
Self-consistent qTF*aB at kF*aB = 1.4: 2.0000
qTF(T)/qTF(0) at kB T = 0.1 EF: 0.99995
qTF(T)/qTF(0) at kB T = 0.5 EF: 0.86466
I(s=1) = 0.237463
n = 3e+15 m^-2, d = 0 nm: Boltzmann rate = 3.71728e+11 s^-1, formula = 3.71728e+11 s^-1
n = 3e+15 m^-2, d = 30 nm: Boltzmann rate = 6.31707e+08 s^-1, formula = 6.31716e+08 s^-1
n = 1e+15 m^-2: kF = 0.0793 nm^-1, EF = 3.420 meV, s = 1.2837, kF d = 2.378
  d = 0 nm: I = 2.9144e-01, rate = 6.0569e+11 s^-1, tau = 1.651 ps
    mobility = 4.148 m^2/(V s) = 4.148e+04 cm^2/(V s), exponent = 0.382, kF*path = 17.2
    screened/unscreened rate = 0.1126
  d = 30 nm: I = 1.6575e-03, rate = 3.4448e+09 s^-1, tau = 290.294 ps
    mobility = 729.392 m^2/(V s) = 7.294e+06 cm^2/(V s), exponent = 1.580, kF*path = 3016.5
    rate/(remote asymptote) = 0.7133
n = 3e+15 m^-2: kF = 0.1373 nm^-1, EF = 10.259 meV, s = 0.7411, kF d = 4.119
  d = 0 nm: I = 1.7887e-01, rate = 3.7173e+11 s^-1, tau = 2.690 ps
    mobility = 6.759 m^2/(V s) = 6.759e+04 cm^2/(V s), exponent = 0.507, kF*path = 83.9
    screened/unscreened rate = 0.2073
  d = 30 nm: I = 3.0396e-04, rate = 6.3172e+08 s^-1, tau = 1582.989 ps
    mobility = 3977.419 m^2/(V s) = 3.977e+07 cm^2/(V s), exponent = 1.520, kF*path = 49347.8
    rate/(remote asymptote) = 0.6797
n = 1e+16 m^-2: kF = 0.2507 nm^-1, EF = 34.198 meV, s = 0.4059, kF d = 7.520
  d = 0 nm: I = 8.9536e-02, rate = 1.8608e+11 s^-1, tau = 5.374 ps
    mobility = 13.503 m^2/(V s) = 1.350e+05 cm^2/(V s), exponent = 0.640, kF*path = 558.4
    screened/unscreened rate = 0.3459
  d = 30 nm: I = 4.9284e-05, rate = 1.0242e+08 s^-1, tau = 9763.353 ps
    mobility = 24531.402 m^2/(V s) = 2.453e+08 cm^2/(V s), exponent = 1.505, kF*path = 1014537.3
    rate/(remote asymptote) = 0.6706
tests ok
```
